# Phonon-confinement Raman line of silicon nanocrystals and its envelope parameter

## Problem

In a large silicon crystal, first-order Raman scattering sees the optical phonon at $q\approx0$, because the wave number of light is tiny on the scale of the Brillouin zone. In a nanocrystal of diameter $d$, the Richter–Campbell–Fauchet (RCF) model multiplies this phonon by an envelope

$$W(r)=e^{-\alpha r^2/d^2}.$$

It then adds the Lorentzian lines of all plane waves contained in $W$, weighted by $|C(\mathbf q)|^2$, where $C$ is the Fourier transform of $W$. Richter's choice is $\alpha=2$, for which $W^2=1/e$ at the surface $r=d/2$. The Campbell–Fauchet choice is $\alpha=8\pi^2$.

Take an isotropic dispersion, replace the zone by a sphere of radius $Q=2\pi/a$, and use

$$\omega^2(q)=\omega_0^2-D\left[1-\cos(qa/4)\right],\qquad D=\omega_0^2-\omega_X^2 .$$

The parameters are round numbers of the rough size for silicon: $\omega_0=520$ cm⁻¹, $\omega_X=410$ cm⁻¹ (the value at $q=Q$), $a=0.54$ nm, and a size-independent natural full width $\Gamma=2\gamma=4$ cm⁻¹. *Redshift* means $\omega_0$ minus the peak position. *Asymmetry* $A$ means the low-frequency half-width divided by the high-frequency one, both measured from the peak at half height.

1. Derive the line shape. What can a measured spectrum say about $d$ and $\alpha$?
2. Find the redshift, broadening and asymmetry for weak confinement.
3. Find the redshift and asymmetry for strong confinement.
4. Does any physical argument select $\alpha$?
5. Compute redshift and asymmetry for $d=2$ to 10 nm, and the diameter implied by a redshift of 3 cm⁻¹.

## Hints

1. The Gaussian transform factorizes in Cartesian coordinates. Look for $d$ and $\alpha$ in everything that remains.
2. Near the zone centre, use the frequency drop $\delta=\omega_0-\omega(q)$ as the variable in place of $q$. Expand the Lorentzian about the mean drop.
3. When the Lorentzian is very narrow, the line copies the distribution of $\delta$.
4. Ask how much of $W^2$ lies outside the crystal. Then compare $\langle q^2\rangle$ with that of a wave that vanishes at the surface.

## Solution

### 1. Line shape and scaling

Along one axis, completing the square gives

$$-\frac{\alpha x^2}{d^2}-iq_xx=-\frac{\alpha}{d^2}\left(x+\frac{iq_xd^2}{2\alpha}\right)^2-\frac{q_x^2d^2}{4\alpha}.$$

The integral over $x$ of the first term's exponential does not depend on $q_x$. Multiplying the three axes,

$$C(q)\propto e^{-q^2d^2/4\alpha},\qquad |C(q)|^2\propto e^{-q^2d^2/2\alpha}.$$

With $d^3q=4\pi q^2dq$, the model line is

$$I(\omega)\propto\int_0^Q\frac{q^2e^{-q^2d^2/2\alpha}}{[\omega-\omega(q)]^2+\gamma^2}\,dq .$$

Diameter and envelope parameter enter through the single length $\ell=d/\sqrt\alpha$. Within this model, therefore, a fit to the complete normalized line determines $\ell$ and not $d$ and $\alpha$ separately. Two values of $\alpha$ that reproduce the same spectrum give

$$\frac{d_1}{d_2}=\sqrt{\frac{\alpha_1}{\alpha_2}},\qquad \frac{d_{\rm CF}}{d_{\rm R}}=\sqrt{\frac{8\pi^2}{2}}=2\pi .$$

Writing the redshift as $S=F(d/\sqrt\alpha)$ also gives the local sensitivity

$$\frac{\partial\ln S}{\partial\ln\alpha}=-\frac12\,\frac{\partial\ln S}{\partial\ln d}.$$

### 2. Weak confinement

For small $q$, $1-\cos(qa/4)\approx q^2a^2/32$. Hence $\omega^2\approx\omega_0^2-Dq^2a^2/32$, and the square root gives $\omega\approx\omega_0-\beta q^2$ with

$$\beta=\frac{Da^2}{64\omega_0}=\frac{(520^2-410^2)(0.54)^2}{64\times520}=0.896\ \text{cm}^{-1}\,\text{nm}^2 .$$

Set $\delta=\beta q^2$. Then $q^2dq=\delta^{1/2}d\delta/(2\beta^{3/2})$. If the cutoff is negligible, the drops have the distribution

$$p(\delta)\propto\delta^{1/2}e^{-\delta/\theta},\qquad \theta=\frac{2\alpha\beta}{d^2}.$$

Its moments are $\langle\delta^n\rangle=\theta^n\,\Gamma_{\rm E}(n+\tfrac32)/\Gamma_{\rm E}(\tfrac32)$, with $\Gamma_{\rm E}$ the gamma function. The first three are $\tfrac32\theta$, $\tfrac{15}4\theta^2$ and $\tfrac{105}8\theta^3$. The mean, variance and third central moment are therefore

$$\mu=\tfrac32\theta,\qquad \sigma^2=\left(\tfrac{15}4-\tfrac94\right)\theta^2=\tfrac32\theta^2,\qquad m_3=\left(\tfrac{105}8-\tfrac{135}8+\tfrac{54}8\right)\theta^3=3\theta^3 .$$

Let $L(y)=1/(y^2+\gamma^2)$, and measure $y$ from the mean position: $\omega=\omega_0-\mu+y$. For $\theta\ll\gamma$,

$$I=L(y)+\tfrac12\sigma^2L''(y)+\tfrac16m_3L'''(y)+\dots$$

**Peak.** From $L=\gamma^{-2}(1-y^2/\gamma^2+y^4/\gamma^4-\dots)$ we read $L''(0)=-2/\gamma^4$ and $L''''(0)=24/\gamma^6$. To leading order the condition $I'=0$ is $L''(0)\,y_p+\tfrac16m_3L''''(0)=0$, so

$$y_p=\frac{2m_3}{\gamma^2}=\frac{6\theta^3}{\gamma^2},\qquad S=\mu-y_p=\frac{3\theta}{2}\left(1-\frac{4\theta^2}{\gamma^2}\right).$$

**Width.** The variance term is even in $y$ and moves both half-height points outward by some $\varepsilon$. With $L'(\gamma)=-1/(2\gamma^3)$ and $L''(\gamma)=1/(2\gamma^4)$, the half-height condition is

$$-\frac{\varepsilon}{2\gamma^3}+\frac{\sigma^2}{4\gamma^4}=-\frac{\sigma^2}{2\gamma^4}.$$

The right side is half the change of the peak height. Thus $\varepsilon=3\sigma^2/(2\gamma)$, and the full width is $2\gamma+9\theta^2/(2\gamma)$.

**Asymmetry.** Differentiating three times gives $L'''(y)=24y(\gamma^2-y^2)/(y^2+\gamma^2)^4$, which vanishes at $y=\pm\gamma$. To third order the skewness thus moves the peak by $y_p$ but leaves the half-height points symmetric about $y=0$. The half-widths are $\gamma+\varepsilon\pm y_p$, with the plus sign on the low side, and

$$A\approx1+\frac{2y_p}{\gamma}=1+12\left(\frac{\theta}{\gamma}\right)^3 .$$

The shift is of first order in $\theta$, the broadening of second and the asymmetry of third. A slightly shifted line can therefore look symmetric.

### 3. Strong confinement

For $\theta\gg\gamma$, with the parabola still valid, $I$ becomes proportional to $p(\delta)$. Its maximum obeys $1/(2\delta)-1/\theta=0$, so

$$S\to\frac{\theta}{2}=\frac{\alpha\beta}{d^2}.$$

The weak limit was $3\alpha\beta/d^2$. The line first follows the mean of the distribution and later its maximum.

With $x=\delta/\theta$, half height means $\sqrt x\,e^{-x}=\tfrac12\sqrt{1/2}\,e^{-1/2}$. Squaring and multiplying by $-2$,

$$-2x\,e^{-2x}=-\frac1{4e},\qquad x_k=-\tfrac12W_k\!\left(-\frac1{4e}\right),$$

where $W_0$ and $W_{-1}$ are the real branches of the Lambert function. Since a large drop lies on the low-frequency side,

$$A\to\frac{x_{-1}-1/2}{1/2-x_0}=2.998 .$$

Between the limits, the parabolic model without cutoff was summed on a fine uniform grid in $\sqrt{\delta/\theta}$:

| $\theta/\gamma$ | $Sd^2/(\alpha\beta)$ | $A$ |
|---|---|---|
| 0.1 | 2.905 | 1.009 |
| 1 | 1.948 | 1.487 |
| 10 | 1.169 | 2.681 |
| 100 | 1.019 | 2.972 |

At $\theta/\gamma=0.1$ the weak formulas give 2.88 and 1.012, so higher orders already reduce both the correction to the shift and $A-1$ by a fifth to a quarter. The strong limit is not reached with the present parameters: $\theta/\gamma=100$ means $\theta=200$ cm⁻¹, more than the 110 cm⁻¹ width of the branch. With the cosine dispersion and the cutoff, the Campbell–Fauchet asymmetry peaks at about 2.7 near $d=2$ nm and then falls, and down to 1.4 nm $Sd^2/(\alpha\beta)$ does not drop below about 1.13.

### 4. What could select $\alpha$?

The weight of $W^2$ outside the crystal follows with $t=\sqrt{2\alpha}\,r/d$. The surface lies at $t_0=\sqrt{\alpha/2}$, and integration by parts gives

$$f=\frac4{\sqrt\pi}\int_{t_0}^\infty t^2e^{-t^2}dt=\operatorname{erfc}\sqrt{\frac\alpha2}+\sqrt{\frac{2\alpha}\pi}\,e^{-\alpha/2}.$$

For Richter's value $f=0.57$: more than half of the squared envelope lies outside the crystal. For Campbell–Fauchet, $f\approx5\times10^{-17}$, but the rms radius $d\sqrt{3/(4\alpha)}$ is only $0.10\,d$, so the vibration is crowded into the centre.

One reasoned intermediate value comes from the lowest wave that vanishes at $R=d/2$, namely $\sin(\pi r/R)/r$. By Parseval's theorem, $\langle q^2\rangle=\int|\nabla W|^2/\int W^2$. The hard-wall wave obeys $\nabla^2W=-(\pi/R)^2W$, and integration by parts, with no surface term, gives $\langle q^2\rangle=4\pi^2/d^2$. For the Gaussian, $|\nabla W|^2=4\alpha^2r^2W^2/d^4$ and $\langle r^2\rangle=3d^2/(4\alpha)$, so $\langle q^2\rangle=3\alpha/d^2$. Equality requires

$$\alpha=\frac{4\pi^2}3=13.16,$$

for which $f=0.004$. This is a criterion, not a proof: nothing in the model demands equal second moments.

### 5. Numbers

The integral with the full cosine dispersion was evaluated by 600-point Gauss–Legendre quadrature. The peak was found as a zero of $dI/d\omega$, and the half-height points by bracketed root finding. The redshifts in cm⁻¹ are:

| $d$ (nm) | Richter | $\alpha=13.16$ | Campbell–Fauchet |
|---|---|---|---|
| 2 | 1.07 | 4.33 | 20.17 |
| 3 | 0.54 | 2.37 | 9.63 |
| 4 | 0.32 | 1.56 | 5.96 |
| 6 | 0.15 | 0.83 | 3.19 |
| 8 | 0.08 | 0.51 | 2.10 |
| 10 | 0.05 | 0.34 | 1.51 |

The asymmetries are:

| $d$ (nm) | Richter | $\alpha=13.16$ | Campbell–Fauchet |
|---|---|---|---|
| 2 | 1.19 | 2.09 | 2.70 |
| 3 | 1.05 | 1.62 | 2.55 |
| 4 | 1.01 | 1.35 | 2.31 |
| 6 | 1.00 | 1.11 | 1.85 |
| 8 | 1.00 | 1.04 | 1.53 |
| 10 | 1.00 | 1.01 | 1.33 |

Take $d=4$ nm. Richter's choice gives $\theta=2(2)(0.896)/16=0.224$ cm⁻¹, hence $\theta/\gamma=0.112$. The weak formula predicts $S=1.5(0.224)(1-0.050)=0.32$ cm⁻¹, as tabulated. Campbell–Fauchet gives $\theta=2(78.96)(0.896)/16=8.8$ cm⁻¹. The strong limit would be 4.4 cm⁻¹, but $\theta/\gamma$ is only 4.4, and the computed redshift is 5.96 cm⁻¹. The same crystal thus has redshifts differing by a factor of 18, and one line is nearly symmetric while the other is plainly skewed.

Now invert a redshift of 3 cm⁻¹ by root finding in $d$:

- Richter: 1.0 nm
- $\alpha=13.16$: 2.6 nm
- Campbell–Fauchet: 6.3 nm

The extremes differ by the factor $2\pi$ derived above. All three lines have $A=1.80$, so measuring the asymmetry as well does not decide between them. Calibrating $\alpha$ takes an independent diameter, for instance from electron microscopy, and a known dispersion, because in the parabolic range the line depends on $\alpha$, $\beta$ and $d$ only through $\alpha\beta/d^2$. The smallest answer spans fewer than two lattice constants, where a smooth envelope is itself doubtful.

For Campbell–Fauchet, central differences give $\partial\ln S/\partial\ln d=-1.73$, $-1.53$ and $-1.49$ at 3, 5 and 10 nm. Both parabolic limits have exponent $-2$. Between them the coefficient of $\alpha\beta/d^2$ falls from 3 to 1 as $d$ decreases, which weakens the apparent power. An exponent near $-1.5$ is thus a crossover value here, not a separate law. At 5 nm the sensitivity to $\alpha$ is $1.53/2=0.76$: a 10% change in $\alpha$ changes the redshift by about 7.6%.

These numbers describe one size, an unstrained crystal and a single isotropic phonon branch. Silicon has three optical branches that meet at the zone centre, with direction-dependent curvatures; $\omega_X=410$ cm⁻¹ is of the size of the longitudinal one. A smaller curvature $\beta$ at the zone centre gives a smaller redshift for the same $d$ and $\alpha$, but a branch with a smaller drop across the zone need not have the smaller $\beta$. A spread of diameters, strain, heating, surface modes or a size-dependent $\Gamma$ would also alter a measured line, and an $\ell$ fitted without them can be biased. A single length cannot in general reproduce their effects: a rigid shift of the whole line, for example, is not exactly a change of $\ell$. A small one is nevertheless well imitated, because weak confinement is a shift to first order in $\theta$: a rigid shift of 0.2 cm⁻¹ is fitted by $\ell=3.7$ nm to within 0.5% of the peak height, while for 1 cm⁻¹ the misfit reaches 8%.

## Variation 1: use the hard-wall envelope itself

*Replace the Gaussian by $W=\sin(\pi r/R)/r$ inside the sphere and zero outside. Does matching $\langle q^2\rangle$ make the lines equal?*

With $k=\pi/R$, the radial transform is

$$C=\frac{4\pi}q\int_0^R\sin(kr)\sin(qr)\,dr=\frac{4\pi k\sin(qR)}{q(k^2-q^2)},\qquad \frac{C(q)}{C(0)}=\frac{\pi^2\sin(qR)}{qR(\pi^2-q^2R^2)} .$$

At 4 nm the redshift is 1.56 cm⁻¹, as for the matched Gaussian, but $A=1.27$ instead of 1.35. At 2 nm the redshift is 4.56 instead of 4.33 cm⁻¹, and $A=1.94$ instead of 2.09. The lines are close but not equal, and the agreement of the redshifts near 4 nm is a crossing: at 10 nm the hard-wall redshift is 0.31 instead of 0.34 cm⁻¹. In the parabolic range, and apart from the part of the tail removed by the zone cutoff, the second moment fixes the mean drop but not the higher moments. Here $|C|^2$ falls as $q^{-6}$, so $\langle q^4\rangle$ would even diverge without the zone cutoff.

This variation also exposes the model's basic assumption. For parabolic dispersion with a hard wall, this $W$ is one eigenmode with one frequency, $\omega_0-4\pi^2\beta/d^2$. At 4 nm its redshift is $39.5\times0.896/16=2.2$ cm⁻¹, and its line is a symmetric Lorentzian. The RCF recipe instead treats the plane waves inside the mode as independent scatterers. The symmetric line belongs to this one mode only. In the same scalar picture the higher modes $\sin(n\pi r/R)/r$ lie $n^2$ times further down, and since $\int_0^R r\sin(n\pi r/R)\,dr\propto1/n$ they couple to a uniform field with weights $1/n^2$. Summed over the modes with $n\pi/R<Q$, the line is skewed again: $A=1.05$ at 4 nm and 1.5 at 6 nm.

## Variation 2: change the cutoff

*Choose the cutoff sphere to have the volume of the true fcc Brillouin zone. Does the result change?*

The zone volume is $4(2\pi/a)^3$. Setting $4\pi Q'^3/3$ equal to it gives $Q'^3=24\pi^2/a^3$, so $Q'=11.46$ nm⁻¹ instead of $Q=11.64$ nm⁻¹. For Campbell–Fauchet at 2 nm, the most spread-out case in the tables, the redshift changes by only about 0.001 cm⁻¹, and the asymmetry remains 2.70.

The Gaussian factor at the zone edge is not negligible there: $e^{-Q^2d^2/2\alpha}=e^{-3.43}=0.03$. However, the phonons removed lie near 410 cm⁻¹, about 90 cm⁻¹ below the peak. With $\gamma=2$ cm⁻¹, their Lorentzians have fallen, at the position of the peak, to about $(2/90)^2=5\times10^{-4}$ of their own maxima. Compared with the choice of $\alpha$, this choice of cutoff is harmless for these parameters.
